\section*{Stress dependence of migration barriers and strain-induced diffusion anisotropy from elastic dipoles}

\section{Three pulls on one jump}

In a 255-atom cell of the model fcc crystal described below, held at the shape of the perfect crystal, a vacancy jumps along $[110]$ over a barrier of $1.337$ eV. To first order in the stress, a tension of 1 GPa along $[001]$ lowers this barrier by $103$ meV. The same tension along the jump direction raises it by $39$ meV, and along $[1\bar10]$ by $30$ meV. A pressure of 1 GPa raises it by $34$ meV. Why does the pull along $[001]$ help while the other two hinder, and why does pressure, which acts along all three directions at once, shift the barrier by only a third as much as the pull along $[001]$?

\section{One internal coordinate}

Take a defect with one internal coordinate $x$ in a crystal under one strain component $\varepsilon$, positive in tension. The energy is $E(x,\varepsilon)$. The ground state g is a minimum in $x$, and the saddle s is a maximum. Both obey $\partial E/\partial x=0$. Following either one as the strain changes gives
\begin{equation}
\frac{dE}{d\varepsilon}=\frac{\partial E}{\partial\varepsilon}
+\frac{\partial E}{\partial x}\frac{dx}{d\varepsilon}
=\frac{\partial E}{\partial\varepsilon}.
\end{equation}
The relaxation $dx/d\varepsilon$ drops out at first order, at the saddle as well as at the minimum, because only stationarity was used. With $P=-\partial E/\partial\varepsilon$ at zero strain, the barrier is
\begin{equation}
E_m(\varepsilon)=E_m(0)-(P^s-P^g)\varepsilon+O(\varepsilon^2).
\end{equation}

A quadratic case shows where relaxation does enter. Near a stationary point let $E=\tfrac12kx^2-g\varepsilon x$. Then $x=g\varepsilon/k$, and the relaxed energy is $-g^2\varepsilon^2/(2k)$. It has no linear term for either sign of $k$. It lowers a minimum ($k>0$) and raises a maximum ($k<0$). The expansion fails when $k\to0$, where the stationary point is about to merge with another or to split.

A second limit is $P^s=P^g$. Each state may then interact strongly with strain, yet the barrier does not change at first order.

\section{All atoms and all strain components}

Let the host be stress-free at zero strain, and deform it by $F=1+\varepsilon$ with $\varepsilon$ symmetric. The argument holds for every internal coordinate at once, provided that the Hessian has no zero mode apart from rigid translations. The elastic dipole and the barrier become
\begin{equation}
P_{ij}=-\frac{\partial E}{\partial\varepsilon_{ij}},\qquad
E_m(\varepsilon)=E_m(0)-\Delta P_{ij}\varepsilon_{ij}+O(\varepsilon^2),\qquad
\Delta P=P^s-P^g .
\label{eq:strain}
\end{equation}
Repeated indices are summed over all nine components, so a shear $\varepsilon_{xy}$ enters as $2\Delta P_{xy}\varepsilon_{xy}$. The elastic energy of the host is common to both states and cancels.

For pair forces $P$ is explicit. A separation $R$ becomes $r=FR$, so $r^2=R\cdot F^2R$ and $\partial r/\partial\varepsilon_{ij}=r_ir_j/r$ at zero strain. Hence
\begin{equation}
P_{ij}=-\sum_{\rm pairs}V'(r)\,\frac{r_ir_j}{r}.
\label{eq:virial}
\end{equation}
A compressed pair has $V'<0$ and contributes a positive dipole along its own axis: it pushes outward, and tension along that axis lowers its energy.

The model crystal has the Morse pair energy $V=D_M[e^{-2\alpha(r-r_0)}-2e^{-\alpha(r-r_0)}]$ with $D_M=0.30$ eV, $\alpha=20$ nm$^{-1}$ and $r_0=0.28$ nm. It is multiplied by $1-10u^3+15u^4-6u^5$, where $u$ runs from 0 to 1 between $0.42$ and $0.52$ nm, and it vanishes beyond. Zero stress fixes the lattice parameter $a=0.3860$ nm. The vacancy sits in a periodic cell of 255 atoms, and Newton's method finds the stationary points. Unless stated otherwise, the barriers and dipoles below are those of this cell, and they still change somewhat with its size. At the saddle the jumping atom is midway between two vacant sites. Inversion about this midpoint survives any homogeneous strain, so the midpoint stays stationary. The Hessian there has one negative eigenvalue.

The ground site has cubic symmetry, and \eqref{eq:virial} gives $P^g_{ij}=-0.642\,\delta_{ij}$ eV. For the $[110]$ saddle, symmetry leaves three numbers in the difference:
\begin{equation}
\Delta P=\begin{pmatrix}A&Q&0\\Q&A&0\\0&0&C\end{pmatrix},\qquad
A=1.399,\quad C=12.136,\quad Q=-1.080\ \text{eV}.
\label{eq:dp}
\end{equation}

The geometry of the gate suggests a reason for this pattern. Before relaxation, four atoms surround the jumping atom at $a(\tfrac14,-\tfrac14,\pm\tfrac12)$ and $a(-\tfrac14,\tfrac14,\pm\tfrac12)$. Their distance is $a\sqrt{3/8}=0.236$ nm, well below $r_0$, so these pairs are compressed. Their joint contribution to \eqref{eq:virial} has components $xx:zz:xy=1:4:-1$. This has the signs of \eqref{eq:dp} and its large $zz$ element. The remaining pairs and the relaxation also contribute and were not separated, so the gate is a plausible origin and not a full accounting.

To see \eqref{eq:strain} at work, take
\begin{equation}
\varepsilon=2\times10^{-4}\begin{pmatrix}1&0.6&-0.3\\0.6&-0.5&0.4\\-0.3&0.4&0.7\end{pmatrix}.
\end{equation}
The linear shift is $-2\times10^{-4}(0.5A+0.7C+1.2Q)=-1.580$ meV. Relaxing both states at $+\varepsilon$ and $-\varepsilon$ and taking half the difference of the barriers also gives $-1.580$ meV.

\section{From strain to stress}

In a test under load the stress $\sigma$ is fixed, and the cell deforms differently in the two states. For a crystal of volume $V$ with stiffness $\mathsf C$ and compliance $\mathsf S=\mathsf C^{-1}$, each state has the enthalpy
\begin{equation}
H(\varepsilon)=E_0+\tfrac12V\,\varepsilon:\mathsf C:\varepsilon-P:\varepsilon-V\sigma:\varepsilon .
\end{equation}
Setting the derivative to zero gives $V\mathsf C:\varepsilon=P+V\sigma$, or
\begin{equation}
\varepsilon=\mathsf S:\sigma+\frac1V\,\mathsf S:P .
\label{eq:eqstrain}
\end{equation}
At this point the quadratic term is half the size of the linear terms and opposite in sign, so
\begin{align}
H&=E_0-\frac{1}{2V}(P+V\sigma):\mathsf S:(P+V\sigma)\nonumber\\
&=E_0-\frac V2\,\sigma:\mathsf S:\sigma-P:\mathsf S:\sigma-\frac{1}{2V}P:\mathsf S:P .
\end{align}
The second term is the same for g and s. The last vanishes as $1/V$, but in a small cell it is not negligible: letting the 255-atom cell relax to zero stress lowers the barrier from $1.337$ to $1.312$ eV, almost entirely through this term. What remains is
\begin{equation}
H_m(\sigma)=E_m(0)-\Omega_{ij}\sigma_{ij}+O(\sigma^2),\qquad \Omega=\mathsf S:\Delta P .
\label{eq:omega}
\end{equation}
The tensor $\Omega$ is the activation volume tensor. By \eqref{eq:eqstrain} it is also $V$ times the difference between the strains of the saddle cell and the ground cell at equal stress. A defect also changes the stiffness of its cell. This alters the coefficient linear in $\sigma$ by a term of order $1/V$, and it adds a term in $\sigma^2$ that survives in a large crystal.

Under pressure $\sigma_{ij}=-p\,\delta_{ij}$, and the barrier becomes $E_m(0)+pV_m$ with $V_m=\operatorname{tr}\Omega$. Cubic compliance makes both explicit. A mean stress $\bar\sigma$ produces the mean strain $\bar\sigma/(3B)$, with bulk modulus $B=(C_{11}+2C_{12})/3$. Diagonal deviators are divided by $C_{11}-C_{12}$, and shears by $2C_{44}$. With $\overline{\Delta P}=\tfrac13\operatorname{tr}\Delta P$,
\begin{align}
\Omega_{xx}&=\frac{\overline{\Delta P}}{3B}+\frac{\Delta P_{xx}-\overline{\Delta P}}{C_{11}-C_{12}},\qquad
\Omega_{xy}=\frac{\Delta P_{xy}}{2C_{44}},\label{eq:cubic}\\
V_m&=\left.\frac{\partial H_m}{\partial p}\right|_{p=0}=\frac{\operatorname{tr}\Delta P}{3B},
\end{align}
and likewise for the other components. The deviators sum to zero and leave the trace. Since the trace is the same for all symmetry-equivalent jumps, pressure shifts them alike.

\subsection*{Reading the opening numbers}

Second differences of the energy density of the perfect crystal give $C_{11}=197.7$ GPa, $C_{12}=C_{44}=119.7$ GPa and $B=145.7$ GPa. With 1 GPa $=6.2415$ eV nm$^{-3}$ and $\overline{\Delta P}=4.978$ eV, the mean part in \eqref{eq:cubic} is $0.0018$ nm$^3$. The deviatoric part is $0.0147$ nm$^3$ for $zz$ and $-0.0074$ nm$^3$ for $xx$. Therefore
\begin{equation}
\Omega_{zz}=0.01654,\quad \Omega_{xx}=\Omega_{yy}=-0.00553,\quad \Omega_{xy}=-0.00072\ \text{nm}^3 .
\end{equation}

A tension $\sigma$ along a unit vector $n$ shifts the barrier by $-\sigma\,n\cdot\Omega n$. The relevant combinations are $\Omega_{zz}$ for $[001]$, $\Omega_{xx}+\Omega_{xy}$ for $[110]$ and $\Omega_{xx}-\Omega_{xy}$ for $[1\bar10]$. At 1 GPa they give $-103$, $+39$ and $+30$ meV. These are linear values; the terms in $\sigma^2$ were not computed, and at strains near $1\%$ second-order terms can reach several per cent, as the film below shows. The pull along $[001]$ acts on the large element $C$. The pull along the jump raises the barrier, although $A$ is positive, because it also contracts the crystal along $[001]$.

Pressure is minus the sum of three equal perpendicular tensions, so its shift is $-(39+30-103)=34$ meV. It is small because the deviatoric parts cancel. The activation volume is $V_m=0.00547$ nm$^3$, or $0.38$ of the atomic volume $a^3/4$.

The $1/V$ corrections can be seen by letting the whole cell relax at zero pressure. The volume difference between saddle and ground cells is $0.00541$ nm$^3$ with 255 atoms, $1.2\%$ below $\operatorname{tr}\Delta P/(3B)$. With 107 atoms the two values are $0.00531$ and $0.00545$ nm$^3$, a gap of $2.6\%$. About two thirds of each gap is geometric: the cell volume is $V\det F$, which differs from $V(1+\operatorname{tr}\varepsilon)$ at second order in the strain $\mathsf S:P/V$. The rest comes from the change of stiffness and from the anharmonicity of the host, which were not separated.

\subsection*{The prefactor}

A measured activation volume comes from the rate $\Gamma=\nu e^{-H_m/k_BT}$ of classical transition-state theory. Let $\eta=\operatorname{tr}\varepsilon$. Since $d\eta=-dp/B$ at small pressure,
\begin{equation}
V^*=-k_BT\frac{\partial\ln\Gamma}{\partial p}
=V_m+\frac{k_BT}{B}\frac{\partial\ln\nu}{\partial\eta}.
\end{equation}
In the harmonic approximation $\nu$ is the product of the ground-state frequencies divided by that of the stable saddle frequencies. Hessian eigenvalues at isotropic strains of $\pm0.001$ give $\partial\ln\nu/\partial\eta=-4.8$. At 800 K, where $k_BT=0.0689$ eV, the barrier contributes $\operatorname{tr}\Delta P/(3k_BT)=72.2$ to $\partial\ln\Gamma/\partial\eta$. The prefactor term thus reduces the activation volume by $7\%$, to $V^*=0.0051$ nm$^3$. This keeps $B$, $\Delta P$ and the lattice parameter at their static values. Thermal expansion and the thermal change of $B$ alter $\operatorname{tr}\Delta P/(3B)$ at the same first order in $T$ and were not computed, so the number isolates the prefactor and is not the full activation volume at 800 K. As $T\to0$ within this classical formula, $V^*\to V_m$.

\section{From one barrier to a diffusion tensor}

An fcc vacancy has twelve jumps $h=\tfrac a2\langle110\rangle$ between equivalent sites. Homogeneous strain keeps the sites equivalent, and the inversion at each midpoint makes the rates of $h$ and $-h$ equal. For the position $X$ in unstrained lattice coordinates, the master equation gives
\begin{equation}
\frac{d}{dt}\langle X_iX_j\rangle=\sum_h\Gamma_h\left(h_ih_j+h_i\langle X_j\rangle+\langle X_i\rangle h_j\right)
=\sum_h\Gamma_hh_ih_j ,
\end{equation}
because $\sum_h\Gamma_hh=0$. This equals $2D^{\rm lat}_{ij}$. Laboratory positions are $FX$, so
\begin{equation}
D=F D^{\rm lat}F,\qquad D^{\rm lat}_{ij}=\tfrac12\sum_h\Gamma_hh_ih_j .
\end{equation}
This $D$ describes the vacancy. A tracer atom would also need correlation factors and the vacancy concentration, which itself depends on strain. A defect with several inequivalent ground states would need their populations.

Without strain, eight jumps have $h_x^2=a^2/4$, so $D_0=\tfrac12\cdot8\cdot\tfrac{a^2}{4}\Gamma_0=a^2\Gamma_0$. Now let $\beta=1/(k_BT)$, hold $\nu$ fixed, and assume $\beta|\Delta P^h:\varepsilon|\ll1$, so that $\Gamma_h=\Gamma_0(1+\beta\,\Delta P^h:\varepsilon)$. The dipole $\Delta P^h$ of each jump is \eqref{eq:dp} rotated to its axis. Of the eight jumps that contribute to $D_{xx}$, four lie in the $xy$ plane and four in the $xz$ plane:
\begin{align}
xy:\quad \Delta P^h:\varepsilon&=A(\varepsilon_{xx}+\varepsilon_{yy})+C\varepsilon_{zz}\pm2Q\varepsilon_{xy},\\
xz:\quad \Delta P^h:\varepsilon&=A(\varepsilon_{xx}+\varepsilon_{zz})+C\varepsilon_{yy}\pm2Q\varepsilon_{xz}.
\end{align}
The shear terms cancel in the sum, which is $4[2A\varepsilon_{xx}+(A+C)(\varepsilon_{yy}+\varepsilon_{zz})]$. Multiplying by $\beta a^2\Gamma_0/8$ and adding $2\varepsilon_{xx}$ from the two factors $F$ gives
\begin{equation}
\frac{\delta D_{xx}}{D_0}=(\beta A+2)\varepsilon_{xx}+\frac{\beta(A+C)}2(\varepsilon_{yy}+\varepsilon_{zz}).
\label{eq:dxx}
\end{equation}
For $D_{xy}$ the product $h_xh_y$ is $+a^2/4$ for $\pm[110]$ and $-a^2/4$ for $\pm[1\bar10]$. The common terms cancel and the shear terms add:
\begin{equation}
\frac{\delta D_{xy}}{D_0}=\frac\beta8\cdot2\,[2Q-(-2Q)]\,\varepsilon_{xy}+2\varepsilon_{xy}=(\beta Q+2)\varepsilon_{xy}.
\end{equation}
A strain-dependent prefactor replaces $\beta\Delta P^h_{ij}$ by $\beta\Delta P^h_{ij}+\partial\ln\nu_h/\partial\varepsilon_{ij}$.

The isotropic limit $\varepsilon_{ij}=\eta\,\delta_{ij}/3$ gives $\delta D_{xx}/D_0=\beta\operatorname{tr}(\Delta P)\,\eta/3+2\eta/3$ and no anisotropy, as it must. For unequal normal strains, subtracting the corresponding formula for $D_{zz}$ leaves
\begin{equation}
\frac{D_{xx}-D_{zz}}{D_0}=\left[\frac{\beta(A-C)}2+2\right](\varepsilon_{xx}-\varepsilon_{zz}).
\end{equation}
At 800 K, $\beta A=20.3$, $\beta(A+C)/2=98.2$ and $\beta Q=-15.7$. The bracket is $20.3-98.2+2=-75.9$, so stretching an axis slows diffusion along it relative to the other axes. The geometric 2 is a tenth of $\beta A$ and an eighth of $|\beta Q|$, which is too much to drop without notice. The prefactor terms left out by holding $\nu$ fixed are larger still: for the $[110]$ jump the harmonic $\partial\ln\nu/\partial\varepsilon_{ij}$ is about $-4.3$, $-5.9$ and $-5.0$ for $xx$, $zz$ and $xy$. They nearly cancel in the bracket, which becomes $-75.1$, but not in the separate coefficients.

\section{A strained film}

Let a (001) film be stretched by $e=0.01$ in its plane, with a free surface. In linear elasticity the condition $\sigma_{zz}=C_{11}\varepsilon_{zz}+2C_{12}e=0$ gives $\varepsilon_{zz}=-2C_{12}e/C_{11}=-0.0121$. The result applies to the interior, away from the surface itself.

The barrier shifts now exceed $k_BT$, so \eqref{eq:dxx} no longer applies and the exponentials must be kept. Equation \eqref{eq:strain} may still serve for the barriers:
\begin{align}
\text{in plane }[110]:\quad&-(2Ae+C\varepsilon_{zz})=+119\ \text{meV},\\
\text{out of plane }[101]:\quad&-[(A+C)e+A\varepsilon_{zz}]=-118\ \text{meV}.
\end{align}
Relaxing the atoms in cells held at these same strains gives $+111$ and $-118$ meV. The linear in-plane value is thus $7\%$ above the relaxed one.

There are four in-plane jumps with rate $\Gamma_{\rm in}$ and eight out-of-plane jumps with rate $\Gamma_{\rm out}$. Thus $D^{\rm lat}_{xx}=\tfrac12\cdot\tfrac{a^2}4(4\Gamma_{\rm in}+4\Gamma_{\rm out})$ and $D^{\rm lat}_{zz}=\tfrac12\cdot\tfrac{a^2}4\cdot8\Gamma_{\rm out}$, and
\begin{equation}
\frac{D_{xx}}{D_{zz}}=\frac12\left(1+\frac{\Gamma_{\rm in}}{\Gamma_{\rm out}}\right)\left(\frac{1+e}{1+\varepsilon_{zz}}\right)^2 .
\label{eq:film}
\end{equation}
With the relaxed shifts and equal prefactors, $\Gamma_{\rm in}/\Gamma_{\rm out}=e^{-228.8/68.94}=0.036$. The geometric factor is $1.045$, and the ratio is $\tfrac12\times1.036\times1.045=0.54$. Harmonic prefactors in the strained film differ by $3\%$ between the two kinds of jump and leave this value unchanged to two digits.

A rate ratio of nearly 30 has produced an anisotropy of less than 2. Equation \eqref{eq:film} shows why: every out-of-plane jump also moves the vacancy within the plane. Even with $\Gamma_{\rm in}=0$ the ratio would be $1.045/2=0.52$.

Reversing the strain removes this limit. For $e=-0.01$ the linear shifts change sign, so $\Gamma_{\rm in}/\Gamma_{\rm out}=e^{237.4/68.94}\approx31$. The geometric factor is $(0.990/1.0121)^2=0.957$, and \eqref{eq:film} gives $D_{xx}/D_{zz}\approx15$. This is an estimate with linear barriers and equal prefactors. In this model compression makes diffusion in the film plane much faster than along the normal, whereas an equal tension favours motion along the normal by only about a factor of two.
